# One Peak near 30.5 Degrees Does Not Identify Polar Hafnia: test program

```python
"""
Result under test: in a hafnia-zirconia film with 10 nm crystallites, the polar
orthorhombic 111 line and the nonpolar tetragonal 101 line merge into a single
diffraction maximum near 30.5 degrees, so that maximum does not identify the
polar phase.

Symbols: two_theta = diffraction angle (degrees), d = plane spacing (nm),
L = crystallite size (nm), beta = full width at half maximum,
u = distance from a profile's centre to its inflection, in units of beta.
The tetragonal phase is described in its doubled, fluorite-like cell, where its
101 line has indices 111. Cells and coordinates are rough typical values.
Each atom scatters as its electron number; Hf and Zr are averaged.
Independent road: Debye sums over interatomic distances, for finite crystals
and for a bulk crystal whose coherence is limited by a smooth Gaussian.
"""
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, least_squares

WAVELENGTH = 0.15406       # nm, Cu K-alpha-1
WAVELENGTH_2 = 0.15444     # nm, Cu K-alpha-2
F_METAL, F_OXYGEN = 56.0, 8.0
SIZE = 10.0                # nm
CELLS_PER_EDGE = 20

ortho_cell = np.array([0.524, 0.501, 0.505])
tetra_a, tetra_c, tetra_z = 0.356, 0.513, 0.20
tetra_cell = np.array([np.sqrt(2) * tetra_a, np.sqrt(2) * tetra_a, tetra_c])


def ortho_basis():
    sites = [(F_METAL, 0.03, 0.27, 0.25), (F_OXYGEN, 0.36, 0.07, 0.11),
             (F_OXYGEN, 0.23, 0.54, 0.00)]
    factors, points = [], []
    for f, x, y, z in sites:
        for p in [(x, y, z), (-x, -y, z + 0.5), (x + 0.5, -y, z),
                  (0.5 - x, y, z + 0.5)]:
            factors.append(f)
            points.append(p)
    return np.array(factors), np.array(points) % 1.0


def tetra_basis():
    z = tetra_z
    primitive = [(F_METAL, 0, 0, 0), (F_METAL, 0.5, 0.5, 0.5),
                 (F_OXYGEN, 0, 0.5, z), (F_OXYGEN, 0, 0.5, z + 0.5),
                 (F_OXYGEN, 0.5, 0, -z), (F_OXYGEN, 0.5, 0, 0.5 - z)]
    factors, points = [], []
    for f, p, q, w in primitive:
        for shift in (0.0, 0.5):
            factors.append(f)
            points.append(((p - q) / 2 + shift, (p + q) / 2 + shift, w))
    return np.array(factors), np.array(points) % 1.0


def spacing(cell, hkl, angle=90.0):
    a, b, c = cell
    ac = a * c * np.cos(np.radians(angle)) if angle != 90.0 else 0.0
    metric = np.array([[a * a, 0, ac], [0, b * b, 0], [ac, 0, c * c]])
    h = np.array(hkl, float)
    return 1 / np.sqrt(h @ np.linalg.inv(metric) @ h)


def bragg(d, wavelength=WAVELENGTH):
    return 2 * np.degrees(np.arcsin(wavelength / (2 * d)))


def structure_factor(basis, hkl):
    f, r = basis
    return np.sum(f * np.exp(2j * np.pi * r @ np.array(hkl)))


def metal_coordination(cell, basis, cutoff=0.245):
    f, r = basis
    metal = r[f == F_METAL][0]
    shifts = np.array(np.meshgrid(*[[-1, 0, 1]] * 3)).reshape(3, -1).T
    vectors = (r[f == F_OXYGEN][:, None, :] + shifts - metal) * cell
    distances = np.linalg.norm(vectors, axis=2).ravel()
    assert distances.min() > 0.19
    return int(np.sum(distances < cutoff))


def debye_pattern(cell, basis, angles, n=CELLS_PER_EDGE, coherence=None,
                  bin_width=0.0004):
    """Powder intensity with polarization factor.

    Without coherence: a finite block of n cells per edge, per unit volume.
    With coherence (nm): a bulk crystal, each pair of atoms weighted by a
    Gaussian of its distance; only ratios of such intensities are meaningful.
    """
    f, r = basis
    steps = np.arange(-n + 1, n)
    nx, ny, nz = [g.ravel() for g in np.meshgrid(steps, steps, steps)]
    count = (n - abs(nx)) * (n - abs(ny)) * (n - abs(nz)).astype(float)
    histogram = np.zeros(int(1.8 * (n + 1) * max(cell) / bin_width))
    for i in range(len(f)):
        for j in range(len(f)):
            dx, dy, dz = r[i] - r[j]
            distance = np.sqrt(((nx + dx) * cell[0])**2
                               + ((ny + dy) * cell[1])**2
                               + ((nz + dz) * cell[2])**2)
            if coherence is not None:
                count = np.exp(-distance**2 / (2 * coherence**2))
            index = np.rint(distance / bin_width).astype(int)
            histogram += f[i] * f[j] * np.bincount(
                index, weights=count, minlength=len(histogram))
    used = np.nonzero(histogram)[0]
    distance, weight = used * bin_width, histogram[used]
    q = 4 * np.pi * np.sin(np.radians(angles / 2)) / WAVELENGTH
    intensity = np.array([weight @ np.sinc(k * distance / np.pi) for k in q])
    polarization = (1 + np.cos(np.radians(angles))**2) / 2
    return intensity * polarization / (n**3 * np.prod(cell))


def maxima(x, y, threshold=0.3):
    inside = ((y[1:-1] > y[:-2]) & (y[1:-1] >= y[2:])
              & (y[1:-1] > threshold * y.max()))
    return x[1:-1][inside]


def peak_and_width(x, y, low=29.0, high=32.0):
    fine = np.linspace(low, high, 6001)
    values = CubicSpline(x, y)(fine)
    above = fine[values > values.max() / 2]
    return fine[np.argmax(values)], above[-1] - above[0]


# Bragg positions and structural sanity
ortho, tetra = ortho_basis(), tetra_basis()
coord_o = metal_coordination(ortho_cell, ortho)
coord_t = metal_coordination(tetra_cell, tetra)
assert (coord_o, coord_t) == (7, 8)
d_o, d_t = spacing(ortho_cell, (1, 1, 1)), spacing(tetra_cell, (1, 1, 1))
x_o, x_t = bragg(d_o), bragg(d_t)
splitting = x_t - x_o
theta = np.radians((x_o + x_t) / 4)

# Width of a stack of planes, and inflection distances of three profiles
half = brentq(lambda x: np.sin(x)**2 / x**2 - 0.5, 1.0, 2.0)
K = 2 * half / np.pi
beta = np.degrees(K * WAVELENGTH / (SIZE * np.cos(theta)))
inflection_x = brentq(lambda x: 2 * x * x * np.cos(2 * x)
                      - 4 * x * np.sin(2 * x) + 6 * np.sin(x)**2, 1.0, 1.6)
profiles = {
    "Gaussian": (lambda v: np.exp(-4 * np.log(2) * v**2),
                 1 / np.sqrt(8 * np.log(2))),
    "Lorentzian": (lambda v: 1 / (1 + 4 * v**2), 1 / (2 * np.sqrt(3))),
    "plane stack": (lambda v: np.sinc(2 * half * v / np.pi)**2,
                    inflection_x / (2 * half)),
}


def number_of_maxima(profile, ratio, fraction=0.5):
    v = np.linspace(-ratio / 2 - 0.1, ratio / 2 + 0.1, 2001)
    total = (fraction * profile(v + ratio / 2)
             + (1 - fraction) * profile(v - ratio / 2))
    return len(maxima(v, total, 0.0))


sizes = {}
for name, (profile, u) in profiles.items():
    merged, resolved = 0.2, 1.5
    assert number_of_maxima(profile, merged) == 1
    assert number_of_maxima(profile, resolved) == 2
    for _ in range(25):
        middle = (merged + resolved) / 2
        if number_of_maxima(profile, middle) == 1:
            merged = middle
        else:
            resolved = middle
    assert abs(merged / (2 * u) - 1) < 0.01
    assert splitting / beta < u
    for fraction in np.linspace(0.02, 0.98, 49):
        assert number_of_maxima(profile, splitting / beta, fraction) == 1
        assert number_of_maxima(profile, u, fraction) == 1
    scale = SIZE * beta / splitting
    sizes[name] = (u, u * scale, 2 * u * scale)

# Powder patterns from interatomic distances alone
angles = np.arange(23.5, 37.5, 0.01)
pattern_o = debye_pattern(ortho_cell, ortho, angles)
pattern_t = debye_pattern(tetra_cell, tetra, angles)
peak_o, width_o = peak_and_width(angles, pattern_o)
peak_t, width_t = peak_and_width(angles, pattern_t)
edge_o = CELLS_PER_EDGE * np.prod(ortho_cell)**(1 / 3)
edge_t = CELLS_PER_EDGE * np.prod(tetra_cell)**(1 / 3)
assert abs(peak_o - x_o) < 0.03 and abs(peak_t - x_t) < 0.03
for width, edge in ((width_o, edge_o), (width_t, edge_t)):
    assert abs(width / (beta * SIZE / edge) - 1) < 0.10

strength_o = abs(structure_factor(ortho, (1, 1, 1)))**2 / np.prod(ortho_cell)**2
strength_t = abs(structure_factor(tetra, (1, 1, 1)))**2 / np.prod(tetra_cell)**2
window = (angles > 29.0) & (angles < 32.0)
for fraction in np.linspace(0.05, 0.95, 19):
    mixture = fraction * pattern_o + (1 - fraction) * pattern_t
    assert len(maxima(angles[window], mixture[window])) == 1
    w_o = fraction * strength_o
    w_t = (1 - fraction) * strength_t
    predicted = (w_o * x_o + w_t * x_t) / (w_o + w_t)
    assert abs(peak_and_width(angles, mixture)[0] - predicted) < 0.03
mixture = (pattern_o + pattern_t) / 2
peak_mix, width_mix = peak_and_width(angles, mixture)
mean_mix = (strength_o * x_o + strength_t * x_t) / (strength_o + strength_t)


def fit_single_phase(pattern, peak):
    """Fit the mixture by one phase: scale, centre, stretch, background."""
    template = CubicSpline(angles, pattern / pattern[window].max())
    x = angles[window]
    y = mixture[window] / mixture[window].max()

    def residual(p):
        return p[0] * template(peak + (x - p[1]) / p[2]) + p[3] - y
    fit = least_squares(residual, [1.0, peak_mix, 1.0, 0.0])
    strain = (np.sin(np.radians(peak / 2))
              / np.sin(np.radians(fit.x[1] / 2)) - 1)
    return np.max(abs(fit.fun)), strain, fit.x[2]


misfit_o, strain_o, stretch_o = fit_single_phase(pattern_o, peak_o)
misfit_t, strain_t, stretch_t = fit_single_phase(pattern_t, peak_t)
assert misfit_o < 0.02 and misfit_t < 0.02
assert strain_o < 0 < strain_t

# The weak orthorhombic 110 line: integrated intensity relative to 111
x_110 = bragg(spacing(ortho_cell, (1, 1, 0)))
x_110_t = bragg(spacing(tetra_cell, (1, 1, 0)))


def lorentz_polarization(x):
    t = np.radians(x / 2)
    return (1 + np.cos(2 * t)**2) / (np.sin(t)**2 * np.cos(t))


weak = (4 * abs(structure_factor(ortho, (1, 1, 0)))**2
        * lorentz_polarization(x_110)
        / (8 * abs(structure_factor(ortho, (1, 1, 1)))**2
           * lorentz_polarization(x_o)))


def bulk_ratio(cell, basis, x_weak, x_strong):
    """Gaussian coherence gives all lines one width in wave number, so the
    area in angle is the height divided by cos(theta)."""
    x = np.array([x_weak, x_strong])
    height = debye_pattern(cell, basis, x, coherence=1.6, bin_width=0.0001)
    area = height / np.cos(np.radians(x / 2))
    return area[0] / area[1]


bulk_weak_o = bulk_ratio(ortho_cell, ortho, x_110, x_o)
bulk_weak_t = bulk_ratio(tetra_cell, tetra, x_110_t, x_t)
assert abs(bulk_weak_o / weak - 1) < 0.03
assert abs(bulk_weak_t) < 1e-3
assert abs(structure_factor(tetra, (1, 1, 0))) < 1e-9

# Height of the same line in finite blocks: shape and faces raise it
debye_weak_o = (CubicSpline(angles, pattern_o)(x_110)
                / pattern_o[window].max())
debye_weak_t = (CubicSpline(angles, pattern_t)(x_110)
                / pattern_t[window].max())
assert debye_weak_t < 0.015
small_cells = CELLS_PER_EDGE // 2
small_angles = np.append(x_110, np.arange(29.0, 32.0, 0.02))
small = debye_pattern(ortho_cell, ortho, small_angles, n=small_cells)
small_weak_o = small[0] / small[1:].max()
assert small_weak_o > debye_weak_o > weak

# Other reflections that carry information
group = (angles > 33.2) & (angles < 37.0)
group_o = maxima(angles[group], pattern_o[group])
group_t = maxima(angles[group], pattern_t[group])
assert len(group_o) == 2 and len(group_t) == 1

mono_cell, mono_angle = (0.512, 0.517, 0.530), 99.2
mono = [bragg(spacing(mono_cell, h, mono_angle))
        for h in ((-1, 1, 1), (1, 1, 1), (1, 1, 0))]
assert x_o - mono[0] > beta and mono[1] - x_t > beta
assert abs(mono[2] - x_110) < beta

# Effects that move or widen the line
doublet = bragg(d_o, WAVELENGTH_2) - x_o
incidence = np.radians(0.5)
radius = constants.physical_constants["classical electron radius"][0] * 1e9
electron_density = np.sum(ortho[0]) / np.prod(ortho_cell)
delta = radius * WAVELENGTH**2 * electron_density / (2 * np.pi)
refraction = np.degrees(incidence - np.sqrt(incidence**2 - 2 * delta))
snell = np.degrees(incidence - np.arccos(np.cos(incidence) / (1 - delta)))
assert abs(refraction / snell - 1) < 0.01

poisson, young = 0.30, 200.0
tilt = np.radians(x_o / 2) - incidence
needed = d_t / d_o - 1


def deformed_spacing_change(in_plane):
    normal = -2 * poisson / (1 - poisson) * in_plane
    reciprocal = np.array([np.sin(tilt) / (1 + in_plane),
                           np.cos(tilt) / (1 + normal)])
    return 1 / np.linalg.norm(reciprocal) - 1


strain_factor = ((1 + poisson) / (1 - poisson) * np.sin(tilt)**2
                 - 2 * poisson / (1 - poisson))
in_plane = needed / strain_factor
exact_in_plane = brentq(lambda e: deformed_spacing_change(e) - needed, 0, 0.03)
assert abs(in_plane / exact_in_plane - 1) < 0.05
stress = young * in_plane / (1 - poisson)
instrument = 0.25
total_width = np.hypot(beta, instrument)

print(f"wavelengths K-alpha-1, 2: {WAVELENGTH:.5f}, {WAVELENGTH_2:.5f} nm")
print("orthorhombic a, b, c:", *[f"{v:.3f}" for v in ortho_cell], "nm")
print(f"tetragonal a, c: {tetra_a:.3f}, {tetra_c:.3f} nm; z = {tetra_z:.2f}")
print(f"oxygen neighbours of metal, ortho, tetra: {coord_o}, {coord_t}")
print(f"spacing ortho 111, tetra 101: {d_o:.5f}, {d_t:.5f} nm")
print(f"2theta ortho 111, tetra 101: {x_o:.3f}, {x_t:.3f} deg")
print(f"splitting: {splitting:.3f} deg")
print(f"line strength per volume, ortho/tetra: {strength_o/strength_t:.3f}")
print(f"Scherrer K of plane stack: {K:.4f}")
print(f"crystallite size: {SIZE:.1f} nm; width: {beta:.3f} deg")
print(f"splitting/width: {splitting/beta:.3f}")
for name, (u, any_size, equal_size) in sizes.items():
    print(f"{name}: inflection/width {u:.3f}")
    print(f"  one maximum at any fraction up to L = {any_size:.1f} nm")
    print(f"  equal peaks separate above L = {equal_size:.1f} nm")
print(f"Debye crystal size, ortho, tetra: {edge_o:.2f}, {edge_t:.2f} nm")
print(f"Debye peak, ortho, tetra: {peak_o:.3f}, {peak_t:.3f} deg")
print(f"Debye width, ortho, tetra: {width_o:.3f}, {width_t:.3f} deg")
print(f"equal-volume mixture peak: {peak_mix:.3f} deg")
print(f"  weighted-mean prediction: {mean_mix:.3f} deg")
print(f"  mixture width: {width_mix:.3f} deg")
print(f"mixture fitted by ortho alone: misfit {100*misfit_o:.2f} % of peak")
print(f"  apparent strain {100*strain_o:.3f} %, stretch {stretch_o:.3f}")
print(f"  apparent size {edge_o/stretch_o:.2f} nm")
print(f"mixture fitted by tetra alone: misfit {100*misfit_t:.2f} % of peak")
print(f"  apparent strain {100*strain_t:.3f} %, stretch {stretch_t:.3f}")
print(f"  apparent size {edge_t/stretch_t:.2f} nm")
print(f"ortho 110 position: {x_110:.2f} deg")
print(f"  integrated intensity relative to 111: {100*weak:.2f} %")
print(f"  same from bulk distance sum: {100*bulk_weak_o:.2f} %")
print(f"  tetra, bulk distance sum: {100*abs(bulk_weak_t):.3f} %")
print(f"  finite-crystal height, ortho, tetra: {100*debye_weak_o:.2f}, "
      f"{100*debye_weak_t:.2f} %")
print(f"  ortho height at half the size: {100*small_weak_o:.2f} %")
print("ortho maxima, 34-36 group:", *[f"{v:.2f}" for v in group_o], "deg")
print("tetra maxima, 34-36 group:", *[f"{v:.2f}" for v in group_t], "deg")
print("monoclinic a, b, c:", *[f"{v:.3f}" for v in mono_cell],
      f"nm; angle {mono_angle:.1f} deg")
print("monoclinic -111, 111, 110:", *[f"{v:.2f}" for v in mono], "deg")
print(f"K-alpha-2 shift: {doublet:.3f} deg")
print(f"incidence angle: {np.degrees(incidence):.2f} deg")
print(f"refractive decrement: {delta:.2e}")
print(f"refraction shift: {refraction:.3f} deg")
print(f"spacing change, ortho onto tetra: {100*needed:.3f} %")
print(f"tilt from film normal: {np.degrees(tilt):.2f} deg")
print(f"Poisson ratio: {poisson:.2f}; Young modulus: {young:.0f} GPa")
print(f"in-plane tensile strain needed: {100*in_plane:.2f} %")
print(f"corresponding biaxial stress: {stress:.2f} GPa")
print(f"instrument width: {instrument:.2f} deg; total: {total_width:.3f} deg")
print("OK")
```

Output:

```
wavelengths K-alpha-1, 2: 0.15406, 0.15444 nm
orthorhombic a, b, c: 0.524 0.501 0.505 nm
tetragonal a, c: 0.356, 0.513 nm; z = 0.20
oxygen neighbours of metal, ortho, tetra: 7, 8
spacing ortho 111, tetra 101: 0.29428, 0.29247 nm
2theta ortho 111, tetra 101: 30.349, 30.541 deg
splitting: 0.192 deg
line strength per volume, ortho/tetra: 0.869
Scherrer K of plane stack: 0.8859
crystallite size: 10.0 nm; width: 0.810 deg
splitting/width: 0.237
Gaussian: inflection/width 0.425
  one maximum at any fraction up to L = 17.9 nm
  equal peaks separate above L = 35.9 nm
Lorentzian: inflection/width 0.289
  one maximum at any fraction up to L = 12.2 nm
  equal peaks separate above L = 24.4 nm
plane stack: inflection/width 0.468
  one maximum at any fraction up to L = 19.8 nm
  equal peaks separate above L = 39.5 nm
Debye crystal size, ortho, tetra: 10.20, 10.13 nm
Debye peak, ortho, tetra: 30.349, 30.537 deg
Debye width, ortho, tetra: 0.769, 0.773 deg
equal-volume mixture peak: 30.448 deg
  weighted-mean prediction: 30.451 deg
  mixture width: 0.813 deg
mixture fitted by ortho alone: misfit 0.28 % of peak
  apparent strain -0.318 %, stretch 1.063
  apparent size 9.60 nm
mixture fitted by tetra alone: misfit 0.27 % of peak
  apparent strain 0.282 %, stretch 1.055
  apparent size 9.60 nm
ortho 110 position: 24.56 deg
  integrated intensity relative to 111: 3.38 %
  same from bulk distance sum: 3.37 %
  tetra, bulk distance sum: 0.006 %
  finite-crystal height, ortho, tetra: 4.31, 0.59 %
  ortho height at half the size: 5.62 %
ortho maxima, 34-36 group: 34.23 35.64 deg
tetra maxima, 34-36 group: 35.53 deg
monoclinic a, b, c: 0.512 0.517 0.530 nm; angle 99.2 deg
monoclinic -111, 111, 110: 28.34 31.63 24.61 deg
K-alpha-2 shift: 0.077 deg
incidence angle: 0.50 deg
refractive decrement: 2.31e-05
refraction shift: 0.187 deg
spacing change, ortho onto tetra: -0.614 %
tilt from film normal: 14.67 deg
Poisson ratio: 0.30; Young modulus: 200 GPa
in-plane tensile strain needed: 0.83 %
corresponding biaxial stress: 2.38 GPa
instrument width: 0.25 deg; total: 0.848 deg
OK
```
